**DKHn errors of hydrogen-like s levels: matching at the Compton length**

The program tests the law $\delta_n=E(\mathrm{DKH}n)-E(\mathrm{Dirac})\to-G_{n+1}Z^{n+4}/(\pi\nu^3c^{n+2})$ for $Z/c\to0$ and $n=1,2,3$. Here $Z$ is the charge of a point nucleus, $c$ the speed of light in atomic units, $\nu$ the principal quantum number, and $G_k$ the zero-momentum element of the $k$-th order even DKH term at $Z=c=1$. It asserts that $G_2=4/3$, that $G_2$ to $G_4$ are stable under a change of grid, and that intermediate momenta between $0.01c$ and $100c$ reproduce them within 20 percent. It further asserts that level errors from bound-state eigenvectors have the predicted exponents, limits and 2s/1s ratio, and that the first logarithm for $n=1$ has coefficient 1 within 0.15. The seventh-order DKH energy at $Z/c=0.2$ and the matrix Dirac energy of Hf⁷¹⁺ are compared with the closed Dirac formula. The output gives local exponents 4.990, 5.998 and 6.998, and a logarithmic coefficient of 1.0006. For the 1s level of Hf⁷¹⁺ the errors are −91.41, 4.90 and −0.49 hartree, about 0.3 to 0.4 of the leading estimates, so this ion lies well outside the asymptotic regime.

## Numerical verification

```python
"""
Result under test: for hydrogen-like s levels (point nucleus, charge Z)
    E(DKHn) - E(Dirac) -> -G[n+1]/(pi nu^3) * Z^(n+4)/c^(n+2),  Z/c -> 0,
where nu is the principal quantum number and G[k] is the zero-momentum
matrix element of the k-th order even DKH term at Z = c = 1.
Internal units: length 1/c, momentum c, energy c^2 (hartree atomic units),
so that the only parameter is lam = Z/c.
Radial momentum functions u(p) live on a logarithmic grid; the Coulomb
kernel for angular momentum l is -(lam/pi) Q_l((p^2+q^2)/(2pq)).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, toeplitz
from scipy.special import zeta


def unit_problem(step):
    """Free energies and free-transformed Coulomb matrix for lam = 1."""
    p = np.exp(np.arange(np.log(1e-6), np.log(1e5), step))
    d = step * np.arange(len(p))
    # Legendre Q_0 with endpoint-corrected weights for its log singularity
    q0 = np.empty(len(p))
    q0[1:] = 2 * np.arctanh(np.exp(-d[1:]))
    q0[0] = np.log(4 * np.pi / step)
    zeta_slope = -zeta(3) / (4 * np.pi**2)      # zeta'(-2)
    q0[0] += 2 * zeta_slope
    q0[1] -= zeta_slope
    q1 = np.cosh(d) * q0 - 1
    far = d > 1                                # series avoids cancellation
    y = np.exp(-2 * d[far])
    q1[far] = sum(4 * k * y**k / (4 * k * k - 1) for k in range(1, 25))
    scale = -step / np.pi * np.sqrt(np.outer(p, p))
    v0, v1 = scale * toeplitz(q0), scale * toeplitz(q1)
    e = np.sqrt(1 + p * p)
    a = np.sqrt((e + 1) / (2 * e))
    b = p / np.sqrt(2 * e * (e + 1))
    pp = a[:, None] * v0 * a + b[:, None] * v1 * b
    mm = b[:, None] * v0 * b + a[:, None] * v1 * a
    pm = -a[:, None] * v0 * b + b[:, None] * v1 * a
    return p, e, np.block([[pp, pm], [pm.T, mm]])


def dkh_terms(e, v, order):
    """Even upper blocks of the DKH expansion, orders 0..order."""
    n = len(e)
    h = np.concatenate([e, -e])
    terms = [np.diag(h), v] + [np.zeros_like(v) for _ in range(order - 1)]
    for k in range(1, order // 2 + 1):
        w = np.zeros_like(v)
        w[:n, n:] = terms[k][:n, n:] / (e[:, None] + e[None, :])
        w[n:, :n] = -w[:n, n:].T
        new = [x.copy() for x in terms]
        for m in range(order + 1):
            x, j = terms[m], 1
            while m + j * k <= order:
                wx = w @ x                     # w antisymmetric, x symmetric
                x = (wx + wx.T) / j            # commutator [w, x] / j
                new[m + j * k] += x
                j += 1
        terms = new
    return [x[:n, :n].copy() for x in terms]


def level(kinetic, potential, lam, nu=1):
    """Energy and vector of the nu-th s level of kinetic + potential."""
    n = len(kinetic)
    energy = -lam**2 / (2 * nu**2)
    for _ in range(5):
        s = 1 / np.sqrt(kinetic - energy)
        kernel = -s[:, None] * potential * s
        _, y = eigh(kernel, subset_by_index=[n - nu, n - nu])
        psi = s * y[:, 0]
        psi /= np.linalg.norm(psi)
        energy = psi @ (kinetic * psi + potential @ psi)
    return energy, psi


def zero_momentum(term, p, step, i=0):
    return 2 * np.pi**2 * term[i, i] / (p[i]**3 * step)


TOP = 7
step = 0.065
p, e, v = unit_problem(step)
size = len(p)
kin = p * p / (e + 1)
eps = dkh_terms(e, v, TOP)


def dkh_potential(lam, n):
    return sum(lam**k * eps[k] for k in range(1, n + 1))


def level_errors(lam, nu=1):
    """E(DKHn) - E(DKH7), n = 1..3, without subtracting eigenvalues."""
    e_top, psi_top = level(kin, dkh_potential(lam, TOP), lam, nu)
    out = []
    for n in (1, 2, 3):
        _, psi = level(kin, dkh_potential(lam, n), lam, nu)
        omitted = sum(lam**k * eps[k] for k in range(n + 1, TOP + 1))
        out.append(-(psi @ omitted @ psi_top) / (psi @ psi_top))
    return np.array(out), e_top


print(f"momentum grid: {size} points, {p[0]:.1e} c to {p[-1]:.1e} c")

# zero-momentum elements, their flatness, and grid convergence
G = {k: zero_momentum(eps[k], p, step) for k in (2, 3, 4)}
i_flat = int(np.argmin(abs(p - 1e-5)))
step_b = 0.1
pb, eb, vb = unit_problem(step_b)
eps_b = dkh_terms(eb, vb, 4)
for k in (2, 3, 4):
    g_flat = zero_momentum(eps[k], p, step, i_flat)
    g_coarse = zero_momentum(eps_b[k], pb, step_b)
    print(f"G{k} = {G[k]:.6f}; coarse grid {g_coarse:.6f} (Z=c=1)")
    assert abs(g_flat / G[k] - 1) < 2e-3
    assert abs(g_coarse / G[k] - 1) < 2e-3


def second_order_integrand(x):
    ex = np.sqrt(1 + x * x)
    return 4 * (ex - 1) / (x * x * ex * (ex + 1))


g2_quad = quad(second_order_integrand, 0, np.inf)[0]
print(f"G2 by quadrature = {g2_quad:.8f}; 4/3 = {4/3:.8f}")
assert abs(g2_quad - 4 / 3) < 1e-7
assert abs(G[2] - 4 / 3) < 1e-4

# keep only intermediate momenta around the Compton momentum
keep = np.flatnonzero((p > 0.01) & (p < 100))
keep = np.concatenate([[0], keep])
both = np.concatenate([keep, keep + size])
eps_w = dkh_terms(e[keep], v[np.ix_(both, both)], 4)
for k in (2, 3, 4):
    share = zero_momentum(eps_w[k], p, step) / G[k]
    print(f"G{k} from momenta 0.01c-100c / full = {share:.4f}")
    assert abs(share - 1) < 0.2

# level errors compared with the matching prediction
limits = np.array([-G[n + 1] / np.pi for n in (1, 2, 3)])
powers = np.array([5, 6, 7])
print("limits of d_n/(c^2 lam^(n+4)), 1s, n=1,2,3: "
      + " ".join(f"{x:.6f}" for x in limits))
reduced, errors = {}, {}
for lam in (0.0005, 0.001, 0.01, 0.1, 0.2):
    errors[lam], e_top = level_errors(lam)
    reduced[lam] = errors[lam] / lam**powers
    print(f"lam={lam:<6g} reduced errors n=1,2,3: "
          + " ".join(f"{x:.6f}" for x in reduced[lam]))
closed = np.sqrt(1 - 0.2**2) - 1
print(f"lam=0.2: DKH7 {e_top:.10f}, Dirac {closed:.10f} (units c^2)")
assert abs(e_top - closed) < 1e-8

small, double = 0.0005, 0.001
exponents = np.log2(errors[double] / errors[small])
extrapolated = 2 * reduced[small] - reduced[double]
print("local exponents in lam, n=1,2,3: "
      + " ".join(f"{x:.4f}" for x in exponents))
print("extrapolated reduced errors n=1,2,3: "
      + " ".join(f"{x:.6f}" for x in extrapolated))
assert np.all(abs(exponents - powers) < 0.05)
assert np.all(abs(extrapolated / limits - 1) < 0.02)

errors_2s, _ = level_errors(small, nu=2)
ratio_2s = errors_2s / errors[small]
print("2s/1s error ratios at lam=0.0005, n=1,2,3: "
      + " ".join(f"{x:.5f}" for x in ratio_2s))
assert np.all(abs(8 * ratio_2s - 1) < 0.02)

# first logarithm for n = 1: d_1/lam^5 + 4/(3 pi) = lam (ln(1/lam) + const)
rest = {x: (reduced[x][0] + 4 / (3 * np.pi)) / x for x in (small, double)}
log_coefficient = (rest[small] - rest[double]) / np.log(2)
print(f"coefficient of (Z^6/c^4) ln(c/Z) in d_1: {log_coefficient:.4f}")
assert abs(log_coefficient - 1) < 0.15

# worked example: hydrogen-like hafnium
charge = 72
c = 1 / constants.fine_structure
lam = charge / c
hartree_ev = constants.value("Hartree energy in eV")
exact = c**2 * (np.sqrt(1 - lam**2) - 1)
full = np.diag(np.concatenate([e, -e])) + lam * v
matrix_dirac = c**2 * (eigh(full, eigvals_only=True,
                            subset_by_index=[size, size])[0] - 1)
print(f"Hf71+ 1s: Z={charge}, c={c:.6f} a.u., Z/c={lam:.6f}")
print(f"Dirac closed form {exact:.4f} hartree = "
      f"{exact * hartree_ev / 1000:.4f} keV")
print(f"Dirac on momentum grid {matrix_dirac:.4f} hartree")
assert abs(matrix_dirac - exact) < 2e-3
hf_errors = []
for n in (1, 2, 3):
    energy = c**2 * level(kin, dkh_potential(lam, n), lam)[0]
    hf_errors.append(energy - exact)
    estimate = limits[n - 1] * charge**(n + 4) / c**(n + 2)
    print(f"DKH{n}: E={energy:.4f}, error={energy - exact:.4f}, "
          f"leading estimate={estimate:.4f} hartree")
assert abs(hf_errors[0]) > abs(hf_errors[1]) > abs(hf_errors[2])

print("all tests passed")
```

Output:

```
momentum grid: 390 points, 1.0e-06 c to 9.6e+04 c
G2 = 1.333332; coarse grid 1.333332 (Z=c=1)
G3 = -0.102828; coarse grid -0.102828 (Z=c=1)
G4 = 0.025202; coarse grid 0.025202 (Z=c=1)
G2 by quadrature = 1.33333333; 4/3 = 1.33333333
G2 from momenta 0.01c-100c / full = 0.9925
G3 from momenta 0.01c-100c / full = 1.0283
G4 from momenta 0.01c-100c / full = 0.9918
limits of d_n/(c^2 lam^(n+4)), 1s, n=1,2,3: -0.424413 0.032731 -0.008022
lam=0.0005 reduced errors n=1,2,3: -0.420924 0.032676 -0.008008
lam=0.001  reduced errors n=1,2,3: -0.418129 0.032622 -0.007994
lam=0.01   reduced errors n=1,2,3: -0.384596 0.031673 -0.007755
lam=0.1    reduced errors n=1,2,3: -0.247493 0.024518 -0.005910
lam=0.2    reduced errors n=1,2,3: -0.184482 0.019539 -0.004572
lam=0.2: DKH7 -0.0202041030, Dirac -0.0202041029 (units c^2)
local exponents in lam, n=1,2,3: 4.9904 5.9976 6.9975
extrapolated reduced errors n=1,2,3: -0.423720 0.032731 -0.008022
2s/1s error ratios at lam=0.0005, n=1,2,3: 0.12499 0.12500 0.12500
coefficient of (Z^6/c^4) ln(c/Z) in d_1: 1.0006
Hf71+ 1s: Z=72, c=137.035999 a.u., Z/c=0.525409
Dirac closed form -2800.8759 hartree = -76.2157 keV
Dirac on momentum grid -2800.8759 hartree
DKH1: E=-2892.2888, error=-91.4129, leading estimate=-319.1147 hartree
DKH2: E=-2795.9752, error=4.9008, leading estimate=12.9305 hartree
DKH3: E=-2801.3698, error=-0.4939, leading estimate=-1.6651 hartree
all tests passed
```
